\section*{The 1s level of hydrogen to fourth order in a magnetic field}

\section{The question}

A hydrogen atom in its 1s state has no orbital magnetic moment for a magnetic field to turn. The field still acts on it: it confines the electron in the plane across the field, and this costs an energy proportional to $B^2$. That cost follows from the size of the undisturbed atom. In a stronger field the atom changes its shape, and the energy departs from the $B^2$ law. These notes derive the first departure,
\begin{equation}
E(B)=-\frac12+\frac{B^2}{4}-\frac{53}{192}B^4+O(B^6).
\label{result}
\end{equation}

Hartree atomic units are used. The unit of magnetic field is then $\hbar/(ea_0^2)=2.35\times10^5$ T. The nucleus is a fixed point charge, the field is uniform and static along $z$, and spin and relativity are left out. With a $g$ factor of 2, spin would add $\pm B/2$ to the energy and leave the spatial problem unchanged.

\section{The Hamiltonian}

The electron has charge $-1$, so the field enters through $\mathbf p\to\mathbf p+\mathbf A$. Take
\begin{equation}
\mathbf A=\frac B2(-y,x,0),\qquad
(\nabla\times\mathbf A)_z=\partial_x\frac{Bx}{2}+\partial_y\frac{By}{2}=B ,
\end{equation}
with the origin at the nucleus. Because $\nabla\cdot\mathbf A=0$, the operators satisfy $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and
\begin{align}
\frac12(\mathbf p+\mathbf A)^2
&=\frac{p^2}{2}+\mathbf A\cdot\mathbf p+\frac{A^2}{2}\nonumber\\
&=\frac{p^2}{2}+\frac B2(xp_y-yp_x)+\frac{B^2}{8}(x^2+y^2).
\end{align}
The middle term is the paramagnetic one, $(B/2)L_z$. The last is the diamagnetic one.

The Hamiltonian is symmetric under rotation about $z$, so $L_z=m$ is conserved. The 1s state is non-degenerate and has $m=0$; the state that grows out of it keeps $m=0$, and $L_z$ gives zero on it at every order in $B$. What remains is
\begin{equation}
H=H_0+tV,\quad H_0=\frac{p^2}{2}-\frac1r,\quad
V=\frac{x^2+y^2}{8},\quad t=B^2 .
\end{equation}
The expansion parameter is $t$, so the $B^4$ energy is of second order in $V$.

\section{Orders of perturbation theory}

Insert $\psi=\psi_0+t\psi_1+t^2\psi_2+\dots$ and $E=E_0+tE_1+t^2E_2+\dots$ into $H\psi=E\psi$. The first two powers of $t$ give
\begin{align}
(H_0-E_0)\psi_1&=(E_1-V)\psi_0, \label{first}\\
(H_0-E_0)\psi_2&=(E_1-V)\psi_1+E_2\psi_0. \label{second}
\end{align}
Project each on the normalized $\psi_0$. The left sides vanish, since $H_0$ is Hermitian and $(H_0-E_0)\psi_0=0$. Hence
\begin{equation}
E_1=\langle\psi_0|V|\psi_0\rangle,\qquad
E_2=\langle\psi_0|V-E_1|\psi_1\rangle .
\label{energies}
\end{equation}
Adding a multiple of $\psi_0$ to $\psi_1$ does not change $E_2$, because $\langle\psi_0|V-E_1|\psi_0\rangle=0$.

One could expand $\psi_1$ in eigenstates of $H_0$, but that sum runs over the bound states and the continuum. Solving (\ref{first}) as a differential equation avoids it.

\section{The two angular parts and the first-order energy}

With $P_2=(3\cos^2\theta-1)/2$ we have $\cos^2\theta=(1+2P_2)/3$, so
\begin{equation}
x^2+y^2=r^2(1-\cos^2\theta)=\frac23r^2(1-P_2),\qquad
V=\frac{r^2}{12}(1-P_2).
\label{split}
\end{equation}
The field therefore acts as an isotropic squeeze ($l=0$) and a quadrupole deformation ($l=2$).

Write $\langle g\rangle$ for the average of $g$ over the density $\psi_0^2=e^{-2r}/\pi$. For powers of $r$,
\begin{equation}
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}\,dr
=\frac{4\,(n+2)!}{2^{n+3}}=\frac{(n+2)!}{2^{n+1}} .
\label{moments}
\end{equation}
The values needed first are
\begin{equation}
\langle r^2\rangle=3,\quad \langle r^3\rangle=\frac{15}{2},\quad
\langle r^4\rangle=\frac{45}{2},\quad \langle r^5\rangle=\frac{315}{4}.
\end{equation}
The angular average of $P_2$ is zero, so
\begin{equation}
E_1=\frac{\langle r^2\rangle}{12}=\frac14 .
\end{equation}

\section{The first-order equation}

Put $\psi_1=F\psi_0$. The product rule for the Laplacian gives
\begin{equation}
(H_0-E_0)(F\psi_0)=F(H_0-E_0)\psi_0-\frac12(\nabla^2F)\psi_0-\nabla F\cdot\nabla\psi_0 .
\end{equation}
The first term is zero. Since $\psi_0\propto e^{-r}$, $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$, and the last term is $+(\partial F/\partial r)\psi_0$. After division by $\psi_0$, equation (\ref{first}) reads
\begin{equation}
-\frac12\nabla^2F+\frac{\partial F}{\partial r}
=\frac14-\frac{r^2}{12}+\frac{r^2}{12}P_2 .
\label{F}
\end{equation}
The source contains $l=0$ and $l=2$, so try $F=f_0(r)+f_2(r)P_2$. From
\begin{equation}
\nabla^2(fP_l)=\left[f''+\frac{2f'}{r}-\frac{l(l+1)}{r^2}f\right]P_l
\end{equation}
two separate equations follow:
\begin{align}
-\frac12\left(f_0''+\frac{2f_0'}{r}\right)+f_0'&=\frac14-\frac{r^2}{12}, \label{l0}\\
-\frac12\left(f_2''+\frac{2f_2'}{r}-\frac{6f_2}{r^2}\right)+f_2'&=\frac{r^2}{12}. \label{l2}
\end{align}

\subsection{The part with $l=0$}

A source $r^2$ must come from $f_0'$, which suggests a cubic, $f_0=ar^3+br^2+cr+d$. Then
\begin{equation}
f_0''+\frac{2f_0'}{r}=(6ar+2b)+\left(6ar+4b+\frac{2c}{r}\right)
=12ar+6b+\frac{2c}{r},
\end{equation}
and (\ref{l0}) becomes
\begin{equation}
3ar^2+(2b-6a)r+(c-3b)-\frac cr=\frac14-\frac{r^2}{12}.
\end{equation}
The powers $r^2$, $r$ and $r^{-1}$ give $a=-1/36$, $b=3a=-1/12$ and $c=0$. The constant term then requires $-3b=1/4$, which is satisfied. This surplus condition is where the value of $E_1$ enters: the polynomial solves the equation because the constant in the source is $E_1=1/4$.

The constant $d$ adds a multiple of $\psi_0$ to $\psi_1$. It is fixed by $\langle\psi_0|\psi_1\rangle=\langle F\rangle=0$. The $P_2$ part averages to zero, so
\begin{equation}
d=\frac{\langle r^2\rangle}{12}+\frac{\langle r^3\rangle}{36}
=\frac14+\frac5{24}=\frac{11}{24}.
\end{equation}

\subsection{The part with $l=2$}

Take $f_2=ar^3+br^2$, with new coefficients. Now
\begin{equation}
f_2''+\frac{2f_2'}r-\frac{6f_2}{r^2}
=(6+6-6)ar+(2+4-6)b=6ar,
\end{equation}
and (\ref{l2}) becomes $3ar^2+(2b-3a)r=r^2/12$. Hence $a=1/36$ and $b=3a/2=1/24$. The two radial functions are
\begin{equation}
f_0=\frac{11}{24}-\frac{r^2}{12}-\frac{r^3}{36},\qquad
f_2=\frac{r^2}{24}+\frac{r^3}{36}.
\label{solutions}
\end{equation}

\subsection{Uniqueness and meaning}

The difference of two regular, normalizable solutions of (\ref{first}) satisfies $(H_0+\frac12)\chi=0$. It is a bound state at the 1s energy, and hence a multiple of $\psi_0$. No freedom is left in the $l=2$ part: a bound state with $l=2$ needs principal quantum number $n\ge3$, and the lowest such level is $-1/18$. With $\langle F\rangle=0$ the solution is therefore unique.

Let $\rho^2=x^2+y^2$. By (\ref{split}), $P_2=1-3\rho^2/(2r^2)$, and
\begin{align}
F&=\frac{11}{24}-\frac{r^2}{12}-\frac{r^3}{36}+\frac{r^2}{24}+\frac{r^3}{36}
-\frac{3\rho^2}{2}\left(\frac1{24}+\frac r{36}\right)\nonumber\\
&=\frac{11}{24}-\frac{2r^2+\rho^2(2r+3)}{48}.
\end{align}
To first order in $t$ the density is $\psi_0^2(1+2tF)$. It rises near the nucleus, where $F>0$, and falls far out, most strongly across the field. At very large $r$ the factor $1+tF$ even becomes negative, however small $t$ is. The first-order function is thus not accurate point by point in the far tail; the factor $e^{-2r}$ gives that region little weight in the averages when $t$ is small.

\section{The coefficient of $B^4$}

From (\ref{energies}), $E_2=\langle(V-\frac14)F\rangle$. Since $\langle F\rangle=0$, this is $\langle VF\rangle$. The angular average of $P_2^2$ is
\begin{equation}
\overline{P_2^2}=\frac14\left(9\cdot\frac15-6\cdot\frac13+1\right)=\frac15 ,
\end{equation}
and terms with a single $P_2$ vanish. Therefore
\begin{equation}
E_2=\frac{\langle r^2f_0\rangle}{12}-\frac{\langle r^2f_2\rangle}{60}.
\label{E2}
\end{equation}
The two averages are
\begin{align}
\langle r^2f_0\rangle&=\frac{11}{24}\cdot3-\frac1{12}\cdot\frac{45}2-\frac1{36}\cdot\frac{315}4
=\frac{22-30-35}{16}=-\frac{43}{16},\label{a0}\\
\langle r^2f_2\rangle&=\frac1{24}\cdot\frac{45}2+\frac1{36}\cdot\frac{315}4
=\frac{15+35}{16}=\frac{25}{8}.\label{a2}
\end{align}
Hence
\begin{equation}
E_2=-\frac{43}{192}-\frac{5}{96}=-\frac{43+10}{192}=-\frac{53}{192},
\end{equation}
which proves (\ref{result}). The isotropic squeeze supplies $43/53$, about 81\%, of the coefficient.

Both parts are negative for a general reason. Equation (\ref{first}) turns $E_2$ into
\begin{equation}
E_2=-\langle\psi_1|H_0-E_0|\psi_1\rangle .
\end{equation}
No state has a lower expectation value of $H_0$ than $E_0$, so this cannot be positive. Since $H_0$ does not mix different $l$, the same holds for each part separately. The atom deforms because this lowers the total energy below that of the rigid atom.

\section{The size of the next term}

The same $F$ also gives the coefficient of $B^6$, which measures the error of (\ref{result}) at small field. The third power of $t$ in $H\psi=E\psi$, projected on $\psi_0$ with $\langle\psi_0|\psi_1\rangle=0$, gives $E_3=\langle\psi_0|V-E_1|\psi_2\rangle$. Now use (\ref{first}) on the left and then (\ref{second}):
\begin{equation}
E_3=-\langle\psi_1|H_0-E_0|\psi_2\rangle
=\langle\psi_1|V-E_1|\psi_1\rangle
=\left\langle F^2\left(V-\tfrac14\right)\right\rangle .
\end{equation}
The term $-E_2\langle\psi_1|\psi_0\rangle$ has dropped out.

For the angles we also need
\begin{equation}
\overline{P_2^3}=\frac18\left(\frac{27}7-\frac{27}5+\frac93-1\right)=\frac2{35}.
\end{equation}
The average of $F^2(1-P_2)$ over angles is then $f_0^2-\frac25f_0f_2+(\frac15-\frac2{35})f_2^2$, and
\begin{equation}
E_3=\frac1{12}\left\langle r^2\left(f_0^2-\frac25f_0f_2+\frac17f_2^2\right)\right\rangle
-\frac14\left\langle f_0^2+\frac15f_2^2\right\rangle .
\end{equation}
With $72f_0=33-6r^2-2r^3$ and $72f_2=3r^2+2r^3$, the products are
\begin{align}
72^2f_0^2&=1089-396r^2-132r^3+36r^4+24r^5+4r^6,\nonumber\\
72^2f_0f_2&=99r^2+66r^3-18r^4-18r^5-4r^6,\\
72^2f_2^2&=9r^4+12r^5+4r^6.\nonumber
\end{align}
Formula (\ref{moments}) supplies $\langle r^6\rangle=315$, $\langle r^7\rangle=1417.5$ and $\langle r^8\rangle=7087.5$. The averages, each multiplied by $72^2=5184$, are
\begin{align}
\langle f_0^2\rangle&:\ 2871, &
\langle f_2^2\rangle&:\ 2407.5, &
\langle r^2f_0^2\rangle&:\ 57672,\nonumber\\
\langle r^2f_0f_2\rangle&:\ -52110, &
\langle r^2f_2^2\rangle&:\ 48195. &&
\end{align}
Thus
\begin{align}
5184\,E_3&=\frac{57672+20844+6885}{12}-\frac{2871+481.5}{4}\nonumber\\
&=7116.75-838.125=6278.625,
\end{align}
or
\begin{equation}
E_3=\frac{5581}{4608}\approx1.2112 .
\end{equation}

\section{How the atom changes shape}

For a normalized eigenstate of $H_0+tV$, the derivative of the energy is $dE/dt=\langle\psi|V|\psi\rangle$, because the terms from $d\psi/dt$ add up to $E\,d\langle\psi|\psi\rangle/dt=0$. With $V=\rho^2/8$,
\begin{equation}
\langle\psi|\rho^2|\psi\rangle=8\frac{dE}{dt}
=8\left(\frac14-\frac{53}{96}B^2\right)+O(B^4)
=2-\frac{53}{12}B^2+O(B^4).
\end{equation}
The negative $B^4$ energy and the shrinking across the field are the same fact.

Along the field, $z^2=r^2(1+2P_2)/3$. Its first-order change is $2t\langle Fz^2\rangle$, and (\ref{a0}) and (\ref{a2}) give
\begin{equation}
2\langle Fz^2\rangle=\frac23\left(\langle r^2f_0\rangle+\frac25\langle r^2f_2\rangle\right)
=\frac23\left(-\frac{43}{16}+\frac{20}{16}\right)=-\frac{23}{24}.
\end{equation}
Since $\langle z^2\rangle=1$ without field,
\begin{equation}
\langle\psi|z^2|\psi\rangle=1-\frac{23}{24}B^2+O(B^4).
\end{equation}
The atom shrinks along the field too, although no magnetic force confines it there. The quadrupole part alone would stretch it, but the isotropic part outweighs this: the density drawn towards the nucleus is more compact in all directions. Relative to their initial values, $\langle\rho^2\rangle$ falls by $\frac{53}{24}B^2$ and $\langle z^2\rangle$ by $\frac{23}{24}B^2$, so the atom becomes elongated along the field while it contracts.

The induced orbital moment shows the same effect:
\begin{equation}
M=-\frac{dE}{dB}=-\frac B2+\frac{53}{48}B^3+O(B^5).
\end{equation}
It opposes the field, as diamagnetism requires, and a smaller atom responds less than in proportion to $B$.

\section{Worked example}

\subsection{A field of 0.1 atomic units}

This field is $2.35\times10^4$ T. The terms, in hartree, are
\begin{align}
\frac{B^2}{4}&=0.25\times10^{-2}=2.500\times10^{-3},\nonumber\\
-\frac{53}{192}B^4&=-0.27604\times10^{-4}=-2.760\times10^{-5},\\
\frac{5581}{4608}B^6&=1.2112\times10^{-6}.\nonumber
\end{align}
The shift through $B^4$ is $2.472\times10^{-3}$ hartree, or $6.73\times10^{-2}$ eV. The deformation lowers the rigid-atom shift by about 1.1\%. These digits hold for a fixed nucleus. For a hydrogen atom at rest with the real proton mass, the reduced mass $\mu\approx0.99946$ multiplies the $B^2$ term by $\mu^{-3}$ and the $B^4$ term by $\mu^{-7}$. This raises the shift by about $4\times10^{-6}$ hartree, to $2.476\times10^{-3}$ hartree or $6.74\times10^{-2}$ eV, a change larger than the $B^6$ term.

In a field of 10 T, $B=4.254\times10^{-5}$. The $B^2$ term is $4.5\times10^{-10}$ hartree and the $B^4$ term $-9.0\times10^{-19}$ hartree, smaller by a factor of about $2\times10^{-9}$. At such a field the orbital response of this model is that of a rigid atom for nearly every purpose.

\subsection{Where the series stops being useful}

For comparison, $H_0+B^2V$ was diagonalized in the basis $r^le^{-r}L_n^{(2l+2)}(2r)P_l(\cos\theta)$, where $L_n^{(\alpha)}$ are generalized Laguerre polynomials. There were 20 radial functions for each even $l$ up to 10. Leaving out $l=10$ changes the energies below by at most $4\times10^{-10}$ hartree. All energies are in hartree.

\begin{center}
\begin{tabular}{cccc}
$B$ & diagonalized & through $B^4$ & through $B^6$\\
0.05 & $-0.499377$ & $-0.499377$ & $-0.499377$\\
0.10 & $-0.497526$ & $-0.497528$ & $-0.497526$\\
0.20 & $-0.490382$ & $-0.490442$ & $-0.490364$\\
0.30 & $-0.479187$ & $-0.479736$ & $-0.478853$\\
0.50 & $-0.447211$ & $-0.454753$ & $-0.435828$
\end{tabular}
\end{center}

At $B=0.2$ the series through $B^4$ is too low by $6.0\times10^{-5}$ hartree, which is 0.6\% of the field-induced shift $0.009618$. At $B=0.3$ the error is 2.6\% of the shift, and at $B=0.5$ it is 14\%.

The $B^6$ term improves the energy at $B=0.2$ and $0.3$, but makes it worse at $B=0.5$: the error grows from $0.0075$ to $0.0114$ hartree in size and changes sign. The ratio of the $B^6$ term to the $B^4$ term has magnitude $(1.2112/0.2760)B^2\approx4.39B^2$. At $B=0.5$ this is 1.10, so the supposed correction exceeds the term it should correct. The series is a small-field expansion. It should not be expected to converge at any fixed field. Carried to higher order, the ratios of successive coefficients keep growing in size (4.4, 8.1, 12.1, \dots, about 81 at $B^{28}$), as in an asymptotic series; at $B=0.2$ the terms are smallest at $B^{14}$, about $7\times10^{-6}$ hartree, and grow after that. A stronger field calls for a direct solution. The diagonalization is one, but its basis was used here only up to $B=0.5$. In a stronger field its convergence must be checked again, in the number of radial functions as well as in $l$.

Numbers in the example were calculated in double precision.
